# How close does 500 eV argon get to a silicon atom?

**Question**

I am trying to estimate how deeply an argon ion penetrates a silicon atom in a head-on collision during sputtering. The ion has 500 eV and the silicon atom is initially at rest. I set the Coulomb energy of the two nuclei, with charges 18 and 14, equal to the available energy and found a closest approach of about 17.6 Å. That is more than seven Si–Si bond lengths, so the ion would turn around before it reached the atom it is supposed to hit.

I was told to use the ZBL universal potential instead, but then the distance sits both in a denominator and inside several exponentials, and I cannot isolate it. I am also unsure whether the energy in the equation should be 500 eV or something smaller. How is this done properly, and what exactly is wrong with 17.6 Å?

**Answer**

Your arithmetic is right for two bare nuclei. The trouble is the force law: it leaves out the electrons, which screen the nuclei from each other. I treat the collision as classical, non-relativistic and elastic, between two otherwise free atoms, and use eV and Å.

**Which energy belongs in the equation**

Let \(m_1\) and \(m_2\) be the argon and silicon masses, \(v_1\) and \(v_2\) their velocities along the line of impact, and \(w=v_1-v_2\). With \(M=m_1+m_2\) and centre-of-mass velocity \(v_{\rm cm}=(m_1v_1+m_2v_2)/M\),

\[
v_1=v_{\rm cm}+\frac{m_2}{M}w,\qquad v_2=v_{\rm cm}-\frac{m_1}{M}w .
\]

Insert these into the kinetic energy. The cross terms are \(+\frac{m_1m_2}{M}v_{\rm cm}w\) and \(-\frac{m_1m_2}{M}v_{\rm cm}w\), and they cancel. The terms in \(w^2\) add to

\[
\frac12\,\frac{m_1m_2^2+m_2m_1^2}{M^2}\,w^2=\frac12\,\frac{m_1m_2}{M}\,w^2 .
\]

Hence

\[
\tfrac12m_1v_1^2+\tfrac12m_2v_2^2=\tfrac12Mv_{\rm cm}^2+\tfrac12\mu w^2,\qquad \mu=\frac{m_1m_2}{M}.
\]

The atoms act only on each other, so \(v_{\rm cm}\) is constant and the first term cannot become potential energy. The separation \(r\) shrinks at the rate \(w\). At closest approach \(w=0\): the atoms are not at rest, but move together at \(v_{\rm cm}\). Only the relative motion turns round. Afterwards \(w\) tends to minus its initial value \(v\), so the argon ends with \(v_1=\frac{m_1-m_2}{M}v=0.17v\); being the heavier atom, it never reverses in the laboratory frame.

Initially \(w=v\), the ion speed, and \(E=\frac12m_1v^2\). The convertible energy is therefore

\[
E_c=\tfrac12\mu v^2=\frac{m_2}{m_1+m_2}E
=\frac{28.085}{39.948+28.085}\times500\ \text{eV}=206.4\ \text{eV}.
\]

The other 293.6 eV is still kinetic at the turning point. Since the potential energy vanishes at large separation, the condition for closest approach is \(V(r)=E_c\).

**The bare-nucleus result**

For unscreened nuclei \(V=C/r\), with

\[
C=Z_1Z_2\frac{e^2}{4\pi\varepsilon_0}=18\times14\times14.39965\ \text{eV Å}=3628.7\ \text{eV Å}.
\]

The turning distance is

\[
r_C=\frac{C}{E_c}=\frac{3628.7}{206.4}\ \text{Å}=17.58\ \text{Å}=1.758\ \text{nm}.
\]

So your 17.6 Å already contains the correct energy, 206.4 eV. With 500 eV you would have found 7.26 Å, which is wrong even for bare nuclei because it would require both atoms to stop and so violate momentum conservation.

**Putting the electrons back**

The ZBL potential multiplies the Coulomb energy by a screening function:

\[
V(r)=\frac Cr\,\phi(x),\qquad x=\frac ra,\qquad
a=\frac{0.8854\,a_0}{Z_1^{0.23}+Z_2^{0.23}},
\]

\[
\phi(x)=0.1818e^{-3.2x}+0.5099e^{-0.9423x}+0.2802e^{-0.4029x}+0.02817e^{-0.2016x}.
\]

Here \(a_0\) is the Bohr radius. The coefficients are a fit intended to serve many atom pairs, not a calculation for argon and silicon in particular. For this pair

\[
a=\frac{0.8854\times0.529177}{1.94407+1.83489}\ \text{Å}=0.1240\ \text{Å}.
\]

Put \(r=ax\) into \(V=E_c\) and multiply by \(a/C\):

\[
\frac{\phi(x)}x=\epsilon,\qquad \epsilon=\frac{aE_c}{C}=0.0070525 .
\]

For \(x>0\), \(\phi\) is positive and decreasing, and so is \(1/x\). Their product falls continuously from infinity to zero, so there is one root.

**Solving for the distance**

You cannot isolate \(x\), but Newton's method on the logarithm works well. Define

\[
g(x)=\ln\phi(x)-\ln x-\ln\epsilon,\qquad
g'(x)=\frac{\phi'}{\phi}-\frac1x=-\frac Sx,\qquad
S=1-\frac{x\phi'}{\phi}.
\]

Newton's rule \(x_{\rm new}=x-g/g'\) becomes

\[
x_{\rm new}=x\left(1+\frac gS\right).
\]

Start at \(x=5\), where \(\phi/x=0.010448\) and \(S=3.053\). This value of \(\phi/x\) is larger than \(\epsilon\), so the root lies to the right:

\[
g=\ln\frac{0.010448}{0.0070525}=0.393,\qquad
x_{\rm new}=5\left(1+\frac{0.393}{3.053}\right)=5.644 .
\]

The next steps give 5.66845 and 5.66849. Starting on the left is safe for a reason. The second derivative of \(\ln\phi\) is the variance of the four decay rates, weighted by their terms in \(\phi\), so it is not negative. The second derivative of \(-\ln x\) is \(1/x^2>0\). Thus \(g\) is convex, its tangents lie below it, and a step from the left cannot overshoot the root.

At the root the first exponential is negligible, and the other three give

\[
\phi=0.00244+0.02855+0.00898=0.0400 .
\]

The closest approach is

\[
r_{\min}=ax=0.1240\times5.668\ \text{Å}=0.703\ \text{Å}=0.0703\ \text{nm}.
\]

As a check that does not use the energy split, I integrated Newton's equations for both atoms in the laboratory frame, starting 10 Å apart with the silicon at rest. The separation stopped shrinking at 0.7028 Å, in agreement with the root, and both atoms then moved at \(v_{\rm cm}=0.2886\) Å/fs.

**What is wrong with 17.6 Å**

Rearranging \((C/r_{\min})\phi=E_c\) gives

\[
r_{\min}=\frac C{E_c}\,\phi\!\left(\frac{r_{\min}}a\right),
\qquad\text{so}\qquad
\frac{r_{\min}}{r_C}=\phi\!\left(\frac{r_{\min}}a\right)=0.040 .
\]

The bare distance is 25 times the ZBL distance because, at the turning point of the screened model, only 4% of the nuclear Coulomb energy is left. At 0.703 Å the bare energy would be about 5160 eV; the screened energy is 206.4 eV.

At 17.58 Å the ZBL energy is about \(2\times10^{-12}\) eV. The far tail of a fitted function should not be trusted as a number, but the conclusion does not depend on its digits: there is no repulsion there that could stop a 500 eV ion. In a solid, that distance also spans 7.5 bond lengths of 2.35 Å, so the picture of one isolated pair would have failed as well.

The Coulomb formula does recover at high energy. For small \(x\), \(\phi\) approaches 1 (the rounded coefficients add to 1.00007), and \(r_{\min}\) approaches \(r_C\). This needs \(r_C\ll a\), or \(E_c\gg C/a=E_c/\epsilon\). Numerically \(C/a\) is 29 keV, which corresponds to a laboratory energy of 71 keV. Your ion is far below that.

**How strongly the energy matters**

Because \(S=-d\ln V/d\ln r\), differentiating \(\ln V(r_{\min})=\ln E_c\) gives

\[
-S\,d\ln r_{\min}=d\ln E_c,\qquad
\frac{d\ln r_{\min}}{d\ln E_c}=-\frac1S=-\frac1{3.214}=-0.311 .
\]

For bare nuclei \(S=1\) and the exponent is \(-1\). The screened repulsion is steeper, so a given relative change of energy moves the turning point less. Using 500 eV by mistake in the ZBL equation gives 0.525 Å, 25% below the correct root, whereas the same mistake with bare nuclei lowers the distance by 59%.

**How far to trust 0.70 Å for a real silicon surface**

The idealisations affect the head-on distance as follows, each changed separately:

- **Pair potential.** The Molière function, \(0.35e^{-0.3x}+0.55e^{-1.2x}+0.10e^{-6x}\), with the Firsov length \(0.8853a_0/(\sqrt{Z_1}+\sqrt{Z_2})^{2/3}=0.1173\) Å in place of \(a\), gives 0.80 Å. That is 14% above ZBL. It shows the spread between two models and is not an error bound on either.
- **Electronic energy loss.** The Lindhard–Scharff stopping cross-section \(\sigma_e\), turned into a loss per collision by the Oen–Robinson form \(0.045\,\sigma_e\,e^{-0.3r_{\min}/a}/(\pi a^2)\), which depends on the closest approach, gives about 6.6 eV. Removing all of it before the turning point, which is pessimistic, raises the distance by 0.007 Å.
- **Vibration of the target.** A silicon velocity \(u\) changes \(\frac12\mu(v-u)^2\) by about \(-\mu vu\). For an oscillator at a rough 15 THz and 300 K, zero-point motion included, the rms change is 3.0 eV. A decrease of that size adds 0.003 Å.
- **Binding in the solid.** The silicon recoils 0.19 Å before closest approach. A harmonic tether of the same frequency changes the distance by \(-0.0005\) Å: it holds the target back, so the gap goes on closing slightly longer. Two fixed back-bonded neighbours under a top-layer atom of Si(001), allowed to act on the ion only and with the ion arriving along the surface normal, change it by \(+0.0004\) Å, because they also repel the ion. This geometry omits the dimer partner of the reconstructed surface.
- **Wave nature.** The de Broglie wavelength of the relative motion is 0.005 Å. The potential changes appreciably over \(r_{\min}/S=0.22\) Å, so a classical turning point is reasonable.

Among these estimates the choice of potential dominates. The value 0.70 Å belongs to the ZBL fit, and for the real pair I would quote 0.7–0.8 Å. An unrestricted Hartree–Fock estimate for an isolated neutral Ar–Si pair in the triplet state (uncontracted cc-pVDZ basis, no correlation) gives about 275 eV at 0.70 Å, against 209 eV from ZBL, and puts the turning point near 0.77 Å; the PBE functional in the same basis gives about 272 eV and again 0.77 Å. The basis is small and its convergence is not shown here, so these values indicate that the real distance lies above the ZBL one without fixing its last digit. Neutralisation of the ion and its attraction to the surface are not modelled. If they shift the impact energy by, say, 10 eV, \(E_c\) changes by 4.1 eV and the distance by 0.004 Å.

The head-on geometry is a further assumption, since ions arriving at a surface are not aimed at atom centres. With impact parameter \(b\), angular momentum conservation keeps an energy \(E_cb^2/r^2\) in sideways motion at the turning point, so

\[
V(r)=E_c\left(1-\frac{b^2}{r^2}\right).
\]

For \(b>0\) the right side is below \(E_c\), and since \(V\) decreases with \(r\), the turning point moves outward. For small \(b\), write \(r=r_{\min}+\delta r\) and use \(V'(r_{\min})=-SE_c/r_{\min}\):

\[
-\frac{SE_c}{r_{\min}}\,\delta r=-E_c\frac{b^2}{r_{\min}^2}
\quad\Rightarrow\quad
\delta r=\frac{b^2}{S\,r_{\min}} .
\]

An offset of 0.1 Å adds only 0.004 Å. An offset of 1 Å is outside this approximation, but a positive \(V\) requires \(r>b\), so that ion stays more than 1 Å away. Within the ZBL pair model, 0.70 Å is thus the smallest separation a 500 eV argon projectile can reach from a free silicon atom at rest; other impact parameters give larger ones. The remaining digits and intermediate values are in the numerical output below.

## Computed values

```
Ar: Z1 = 18, mass = 39.948 u
Si: Z2 = 14, mass = 28.085 u
lab energy E = 500.0 eV
ion speed = 0.4915 angstrom/fs
centre-of-mass speed = 0.2886 angstrom/fs
relative energy E_c = 206.407 eV
kinetic energy left at closest approach = 293.593 eV
e^2/(4 pi eps0) = 14.39965 eV angstrom
C = 3628.71 eV angstrom
Bohr radius = 0.529177 angstrom
Z1^0.23 = 1.94407, Z2^0.23 = 1.83489
ZBL length a = 0.12398 angstrom
reduced energy eps = 0.0070525
phi(0) = 1.00007
Newton 0: x = 5.000000, phi = 0.052240, phi/x = 0.0104481, S = 3.0531
Newton 1: x = 5.643669, phi = 0.040367, phi/x = 0.0071525, S = 3.2082
Newton 2: x = 5.668454, phi = 0.039977, phi/x = 0.0070526, S = 3.2142
Newton 3: x = 5.668485, phi = 0.039977, phi/x = 0.0070525, S = 3.2142
Newton 4: x = 5.668485, phi = 0.039977, phi/x = 0.0070525, S = 3.2142
four terms of phi at root: 2.409e-09 2.442e-03 2.855e-02 8.984e-03
ZBL closest approach = 0.7028 angstrom = 0.07028 nm
same from integrated motion = 0.7028 angstrom
bare Coulomb distance = 17.580 angstrom = 1.7580 nm
same from integrated motion = 17.577 angstrom
ratio ZBL/Coulomb = 0.03998
ratio Coulomb/ZBL = 25.01
bare Coulomb energy at ZBL distance = 5163.2 eV
ZBL energy at Coulomb distance = 2.24e-12 eV
Si bond length = 2.352 angstrom
Coulomb distance / bond length = 7.48
wrong use of E: ZBL = 0.5249 angstrom
wrong use of E: Coulomb = 7.257 angstrom
d ln r/d ln E_c: formula -0.31112, re-solved -0.31112
dr/dE_c = -0.001059 angstrom/eV
Si recoil before closest approach = 0.193 angstrom
Firsov length = 0.11727 angstrom
Moliere closest approach = 0.7992 angstrom
Moliere minus ZBL = 13.72 percent
electronic loss estimate = 6.62 eV
shift from full electronic loss = 0.00714 angstrom
temperature = 300 K, vibration = 15.0 THz
rms Si speed along axis = 0.00358 angstrom/fs
rms spread of relative energy = 3.00 eV
shift from one rms energy decrease = 0.00321 angstrom
shift from harmonic tether = -0.00046 angstrom
shift from two back neighbours = 0.00038 angstrom
relative de Broglie wavelength = 0.00492 angstrom
```
